# Heat Conductivity of a Binary Fluid at Zero Mass Flux

A gas-filled gap between a warm chip and its lid carries heat by conduction. If the gas is a mixture of two species, the temperature difference in general first drives them partly apart. In a closed gap this stops when the composition gradient balances the thermal drive. Energy then flows without any net flow of either species.

A molecular simulation at equilibrium must deliver the conductivity of that final state from fluctuating fluxes. The energy flux contains the energy carried by each particle, whose zero may be chosen separately for each species. Classical force fields may put it at separated atoms, all-electron calculations at separated nuclei and electrons. The conductivity must not depend on this choice.

## The fluxes

Consider a classical, isotropic, nonreacting fluid with short-ranged pair forces. Particle $i$, of species $s_i$, has energy

$$e_i=\tfrac12 m_i v_i^2+\tfrac12\sum_{j\ne i}\phi_{ij}+c_{s_i},\tag{1}$$

where $c_1,c_2$ are constant offsets. Let $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, and let $\mathbf F_{ij}$ be the force on $i$ from $j$. Since $\dot\phi_{ij}=-\mathbf F_{ij}\cdot(\mathbf v_i-\mathbf v_j)$,

$$\dot e_i=\sum_j\left[\mathbf F_{ij}\cdot\mathbf v_i-\tfrac12\mathbf F_{ij}\cdot(\mathbf v_i-\mathbf v_j)\right]=\sum_j w_{ij},\qquad w_{ij}=\tfrac12\mathbf F_{ij}\cdot(\mathbf v_i+\mathbf v_j).\tag{2}$$

The transfer is antisymmetric, $w_{ij}=-w_{ji}$. The Fourier component $\sum_i e_i e^{-i\mathbf k\cdot\mathbf r_i}$ of the energy density therefore changes at the rate

$$-i\mathbf k\cdot\sum_i e_i\mathbf v_i e^{-i\mathbf k\cdot\mathbf r_i}+\sum_{i<j}w_{ij}\left(e^{-i\mathbf k\cdot\mathbf r_i}-e^{-i\mathbf k\cdot\mathbf r_j}\right).$$

At small $k$ the last bracket is $-i\mathbf k\cdot\mathbf r_{ij}$. Comparison with $-i\mathbf k\cdot\mathbf J_E$ gives the volume-integrated energy flux

$$\mathbf J_E=\sum_i e_i\mathbf v_i+\tfrac12\sum_{i<j}\mathbf r_{ij}\,\mathbf F_{ij}\cdot(\mathbf v_i+\mathbf v_j).\tag{3}$$

In a periodic cell $\mathbf r_{ij}$ is the nearest-image separation. The mass fluxes are $\mathbf J_s=m_s\sum_{i\in s}\mathbf v_i$, and $\mathbf J_1+\mathbf J_2=\mathbf P$ is the conserved total momentum. From here on, $J$ denotes one Cartesian component.

## Forces and linear response

Let $\varepsilon$, $\rho_s$ and $\mu_s$ be the energy density, mass densities and chemical potentials per particle. In a fluid without bulk flow, the entropy density obeys $T\,ds=d\varepsilon-\sum_s(\mu_s/m_s)d\rho_s$. Inserting the conservation laws $\dot\varepsilon=-\nabla\cdot j_E$ and $\dot\rho_s=-\nabla\cdot j_s$, and separating a total divergence, leaves the entropy production

$$\sigma=j_E\cdot\nabla\frac1T-\sum_s j_s\cdot\nabla\frac{\mu_s}{m_sT}=j_E\cdot X_E+j_1\cdot X_1,\tag{4}$$

$$X_E=\nabla\frac1T,\qquad X_1=-\nabla\left[\frac1T\left(\frac{\mu_1}{m_1}-\frac{\mu_2}{m_2}\right)\right],\tag{5}$$

where $j_2=-j_1$ was used.

To find the response, write $Y_E=1/T$ and $Y_s=-\mu_s/(m_sT)$, and start from the local-equilibrium distribution

$$f_{\rm le}\propto\exp\left[-\frac1{k_B}\int\sum_{b=E,1,2}Y_b(\mathbf r)\,\hat a_b(\mathbf r)\,d^3r\right],$$

where $\hat a_b$ are the microscopic densities. Along a trajectory, conservation and an integration by parts give

$$\frac{d}{dt}\ln f_{\rm le}=\frac1{k_B}\int\sum_bY_b\nabla\cdot\hat{\mathbf j}_b\,d^3r=-\frac1{k_B}\sum_bJ_b\nabla Y_b$$

for gradients that are uniform over the correlation length. Liouville's theorem says that the distribution at time $t$ equals the initial one evaluated a time $t$ earlier on the trajectory. Hence

$$\ln f(t)=\ln f_{\rm le}+\frac1{k_B}\sum_b\nabla Y_b\int_{-t}^0J_b(t')\,dt'.\tag{6}$$

The average flux in $f_{\rm le}$ vanishes, because that distribution is even in the velocities. The response comes from the second term, whose source is $\sum_bJ_b\nabla Y_b$.

A part of this source along $P$ would never decay. Equipartition gives $\langle J_sP\rangle=Vk_BT\rho_s$. In $\langle J_EP\rangle$, the first term of (3) contributes $k_BT(E+Nk_BT)$ and the force term contributes $k_BT(pV-Nk_BT)$. Their sum is $Vk_BT\,h$, with $h=\varepsilon+p$. The Gibbs–Duhem relation, written as $\sum_s n_s\nabla(\mu_s/T)=\nabla p/T+h\nabla(1/T)$, then yields

$$\sum_b\langle J_bP\rangle\nabla Y_b=Vk_BT\left[h\nabla\frac1T-\sum_s n_s\nabla\frac{\mu_s}{T}\right]=-Vk_B\nabla p.\tag{7}$$

At uniform pressure the source has no momentum part, and each flux may be replaced by its part orthogonal to $P$. In a large system this is equivalent to sampling at $P=0$. Then $J_2=-J_1$, so $J_2$ can be eliminated from the source. To first order in the gradients,

$$j_a=\sum_{b=E,1}L_{ab}X_b,\qquad L_{ab}=\frac1{Vk_B}\int_0^\infty\langle J_a(t)J_b(0)\rangle\,dt.\tag{8}$$

The time integral must reach its plateau before the macroscopic gradients change. Both fluxes are odd under time reversal, so $\langle J_a(t)J_b(0)\rangle=\langle J_a(-t)J_b(0)\rangle=\langle J_a(0)J_b(t)\rangle$, and $L_{E1}=L_{1E}$.

## Zero mass flux and the Schur complement

For a fluid that can interdiffuse, $L_{11}>0$. Setting $j_1=0$ in (8) gives $X_1=-(L_{1E}/L_{11})X_E$. Substitution into the energy flux gives

$$j_E=\left(L_{EE}-\frac{L_{E1}^2}{L_{11}}\right)\nabla\frac1T.$$

Since $\nabla(1/T)=-\nabla T/T^2$, comparison with $j_E=-\kappa\nabla T$ yields

$$\boxed{\kappa=\frac1{T^2}\left(L_{EE}-\frac{L_{E1}^2}{L_{11}}\right)}\tag{9}$$

The bracket is the Schur complement of $L_{11}$ in the Onsager matrix. For the combined flux $J_E+aJ_1$, the Green–Kubo coefficient is

$$L(a)=L_{EE}+2aL_{E1}+a^2L_{11}=\kappa T^2+L_{11}\left(a+\frac{L_{E1}}{L_{11}}\right)^2.\tag{10}$$

Thus $\kappa T^2$ is the minimum of $L(a)$. It cannot be negative, because the time integral of an autocorrelation is half the long-time growth rate of $\langle(\int J\,dt)^2\rangle$.

## Energy offsets

Adding offsets changes the energy flux by

$$J_E'-J_E=\frac{c_1}{m_1}J_1+\frac{c_2}{m_2}J_2=aJ_1+\frac{c_2}{m_2}P,\qquad a=\frac{c_1}{m_1}-\frac{c_2}{m_2}.\tag{11}$$

At $P=0$ the last term vanishes. If $P\neq0$ is left in the flux, its correlation does not decay, and the integral in general grows with the length of the window.

For $P=0$, bilinearity gives $L_{EE}'=L_{EE}+2aL_{E1}+a^2L_{11}$ and $L_{E1}'=L_{E1}+aL_{11}$, while $L_{11}$ is unchanged. Therefore

$$L_{EE}'-\frac{(L_{E1}')^2}{L_{11}}=L_{EE}+2aL_{E1}+a^2L_{11}-\frac{L_{E1}^2}{L_{11}}-2aL_{E1}-a^2L_{11}=\kappa T^2.\tag{12}$$

The offsets also multiply the partition function by $\exp[-\sum_sN_sc_s/(k_BT)]$, so $\mu_s'=\mu_s+c_s$ and $X_1'=X_1-aX_E$. The mass flux is then unchanged:

$$L_{11}X_1'+L_{1E}'X_E=L_{11}X_1+L_{1E}X_E.$$

This shows why $L_{EE}/T^2$ alone is not a property of the fluid. It is the energy response at $X_1=0$, and that condition itself changes with the energy reference.

A limiting case is a one-component fluid whose particles carry passive labels 1 and 2. Without offsets, $J_1$ at $P=0$ is $m\sum_i(\theta_i-x_1)v_i$, where $\theta_i=1$ for label 1 and zero otherwise, and $x_1$ is the labelled fraction. The average of $\theta_i-x_1$ over random labels vanishes, so $L_{E1}=0$ and $\kappa=L_{EE}/T^2$. With offsets, $L_{EE}$ rises by $a^2L_{11}$, the contribution of label diffusion. The Schur term subtracts this same amount.

The algebra in (12) also holds for noisy estimates from a finite run, provided every entry uses the same data, time window and symmetrization. Suppose instead that $L_{11}$ alone is replaced by $L_{11}/(1+\delta)$, for example through a shorter window. The result becomes

$$\kappa_{\rm mix}=\kappa-\frac{\delta\,(L_{E1}+aL_{11})^2}{T^2L_{11}},\tag{13}$$

which depends on the offsets and can be negative.

## Dilute gas

In a dilute gas the force term in (3) is negligible and each flux is a sum of one-atom functions $A_a(\mathbf v)$. Let $M_s$ be the Maxwell distribution, and define $(f,g)=\sum_sn_s\int M_sf_sg_s\,d^3v$. Independent atoms have $\langle J_aJ_b\rangle=V(A_a,A_b)$. Weighting the initial ensemble by $1+\eta J_b$, with small $\eta$, perturbs the one-atom distribution by the relative amount $\eta A_b$. This perturbation evolves as $\partial_th=-Ch$. For hard spheres with contact distance $d_{sr}$,

$$(Ch)_s=-\sum_rn_r\int M_r(\mathbf v')|\mathbf v-\mathbf v'|\frac{d_{sr}^2}{4}\left[h_s(\mathbf v_*)+h_r(\mathbf v'_*)-h_s(\mathbf v)-h_r(\mathbf v')\right]d\Omega\,d^3v',\tag{14}$$

where stars mark velocities after the collision. Integrating $V(A_a,e^{-Ct}A_b)$ over time gives $L_{ab}=(A_a,C^{-1}A_b)/k_B$ on functions orthogonal to momentum.

The composition gradient follows from the ideal-gas relation $\mu_s/T=k_B\ln n_s-\tfrac32k_B\ln T+{\rm const}$, here with zero offsets. At uniform pressure $n_s=x_sp/(k_BT)$, so $\nabla(\mu_s/T)=k_B\nabla\ln x_s-\tfrac52k_B\nabla\ln T$. Using $\nabla x_2=-\nabla x_1$ and $B=1/(x_1m_1)+1/(x_2m_2)$,

$$X_1=-k_BB\nabla x_1+\tfrac52k_B\left(\frac1{m_1}-\frac1{m_2}\right)\nabla\ln T.\tag{15}$$

At zero mass flux $X_1=[L_{1E}/(L_{11}T)]\nabla\ln T$, and hence

$$\frac{dx_1}{d\ln T}=\frac1B\left[\frac52\left(\frac1{m_1}-\frac1{m_2}\right)-\frac{L_{1E}}{k_BTL_{11}}\right].\tag{16}$$

At uniform temperature, comparing $j_1=-L_{11}k_BB\nabla x_1$ with the barycentric diffusion law $j_1=-(n^2m_1m_2/\rho)D\nabla x_1$ gives

$$D=\frac{L_{11}k_BB\rho}{n^2m_1m_2}.\tag{17}$$

## A helium–argon gap

Take a 100 µm gap at 350 K and 760 Torr, with 20 K across it and 75% helium by number. The atoms are hard spheres of rough diameters 0.22 nm for helium and 0.36 nm for argon. Species 1 is helium. With five polynomials per species for the solution of (14),

$$\kappa=0.2425-0.1565=0.0860\ {\rm W/(m\,K)}.$$

Going from four to five polynomials changes $\kappa$ by 0.17%. The last digits are not fully converged: with thirteen polynomials $\kappa$ rises by a further 0.09% to 0.0861 W/(m K) and the coupling term falls to 0.1564 W/(m K), while the coupling energy and the separation given below move from 59.12 to 59.10 meV and from 0.0095 to 0.0096. Using $L_{EE}/T^2$ would overstate the conductivity by a factor of 2.8.

Now assign offsets of $+0.1$ eV to helium and $-0.2$ eV to argon. The coupling energy $m_1L_{E1}/L_{11}$ is 59.12 meV without offsets. It rises by

$$m_1a=100+200\times\frac{4.0026}{39.95}=120.04\ {\rm meV}$$

to 179.16 meV. The coupling term in (9) scales as its square, so

$$\frac{L_{EE}'}{T^2}=0.0860+0.1565\left(\frac{179.16}{59.12}\right)^2=1.523\ {\rm W/(m\,K)}.$$

The matrix calculation with shifted energies gives the same 1.523 W/(m K), and its Schur complement remains 0.0860 W/(m K). Offsets of $-80$ and $-14000$ eV, of the rough size of all-electron total energies, raise $L_{EE}/T^2$ to $7.8\times10^7$ W/(m K). These terms are about $10^9$ times $\kappa$, so subtracting them in double precision costs about nine digits. Here $\kappa$ changed by a relative $4\times10^{-7}$; the exact figure depends on the order of operations. Removing large offsets beforehand saves these digits.

For (16), $k_BT=30.16$ meV and $m_1B=1/0.75+0.10019/0.25=1.734$. Thus

$$\frac{dx_1}{d\ln T}=\frac{2.5(1-0.10019)-59.12/30.16}{1.734}=0.167.$$

In this model helium is enriched on the hot side, by $0.167\times20/350=0.0095$ in number fraction across the gap. The size of this separation depends strongly on the collision law: collisions soft enough to make the conductivity grow as $T^{0.7}$ would reduce it by about 40%. Equation (17) gives $D\approx0.79$ cm²/s. The slowest composition mode between impermeable walls, $\cos(\pi z/\ell)$ for gap width $\ell$, decays in $\ell^2/(\pi^2D)=13$ µs when its coupling to temperature is neglected. The zero-flux conductivity applies to heating that varies slowly on this scale.

Two calculations test the result without using (9) to define the conductivity or (14) to drive the collisions, respectively. In the first, a steady heat source $Q\cos kz$ adds energy but no particles. Continuity itself then forces both species fluxes to vanish, and $\kappa=Q/(k^2\delta T)$ follows from the temperature amplitude $\delta T$. At $k$ times the helium mean free path equal to 0.004, this gives 0.0860 W/(m K) and the same composition response, 0.167.

In the second, 1000 samples of 120 atoms undergo random hard-sphere collisions, and (8) is evaluated from their fluxes. The Schur complement is $0.0862\pm0.0023$ W/(m K), where the uncertainty is one standard error. Shifting every atom's energy by the smaller offsets raises the simulated $L_{EE}/T^2$ from 0.248 to 1.55 W/(m K), while $\kappa$ changes by a relative $5\times10^{-15}$.

If only $L_{11}$ is integrated over a window one tenth as long, the same data give $-0.054$ W/(m K) without offsets and $-1.18$ W/(m K) with them. Equation (13) accounts for both values. The first requires $\delta=(0.0862+0.0539)/(0.2484-0.0862)=0.86$, and this $\delta$ reproduces the second.

The predicted heat flux is $0.0860\times20/10^{-4}$ W/m², or about 1.7 W/cm². The conductivity is sensitive to the rough atomic diameters: raising both by 5% lowers $\kappa$ by 9.3%. The mean diameter used for helium–argon collisions is itself an approximation, so $\kappa$ and $D$ of the real mixture may differ from these model values by about 20%. With an assumed wall accommodation of 0.4, temperature jumps at the two walls add a few percent to the thermal resistance of the gas; the value in the output is a rough one-component estimate with the helium mean free path. Radiation between black walls would add 1.1% to the conducted heat. Real atoms are softer than hard spheres; a rough $T^{0.7}$ law in place of $T^{0.5}$ raises the conductivity at 400 K by 2.7% if both laws agree at 350 K. The finite-density parameter $2\pi nd_{12}^3/3$ is 0.001, and the Rayleigh number, about $8\times10^{-5}$ for an assumed Prandtl number of 0.5 ($9\times10^{-5}$ for the hard-sphere value 0.44), is far too small for convection in a horizontal layer. The helium thermal wavelength of 0.047 nm is about a fifth of its diameter, so quantum corrections to scattering are not excluded.

The helium-rich mixture is a model choice. With nitrogen, equation (9) still applies if the energy flux includes molecular rotation, but the hard-sphere numbers do not. A real chip also loses heat through its solid attachment, which this gas-only flux leaves out. The full set of values is in the numerical output.

## Computed values

```
Temperature: 350 K
Pressure: 760 Torr
Gap: 100 um
Temperature difference: 20 K
Helium fraction: 0.75
Helium mass: 4.0026 u
Argon mass: 39.95 u
Helium diameter: 0.22 nm
Argon diameter: 0.36 nm
Number density: 0.020968 nm^-3
Energy-flux finite-difference error: 2.1231e-08 reduced units
L_EE/T^2, no offset: 0.2425 W/(m K)
Subtracted coupling term: 0.15651 W/(m K)
Zero-flux conductivity: 0.08599 W/(m K)
Relative change, 4 to 5 basis functions: 0.0017292
m_He L_E1/L_11: 59.124 meV
Helium offset: 0.1 eV
Argon offset: -0.2 eV
L_EE/T^2, with offset: 1.5231 W/(m K)
Conductivity, with offset: 0.08599 W/(m K)
Large helium offset: -80 eV
Large argon offset: -14000 eV
L_EE/T^2, large offset: 7.8334e+07 W/(m K)
Relative rounding drift, large offset: 4.3532e-07
Pure helium conductivity, model: 0.16486 W/(m K)
Pure argon conductivity, model: 0.019488 W/(m K)
Conductivity from steady heating: 0.085987 W/(m K)
dx_He/dlnT from steady heating: 0.16679
dx_He/dlnT from Onsager matrix: 0.16679
Simulated atoms per sample: 120
Simulated samples: 1000
Simulation L_EE/T^2, no offset: 0.24837 W/(m K)
Simulation L_EE/T^2, with offset: 1.5525 W/(m K)
Simulation conductivity: 0.08618 W/(m K)
Simulation standard error: 0.0022979 W/(m K)
Simulation relative offset drift: 4.6629e-15
Mixed windows, no offset: -0.053852 W/(m K)
Mixed windows, with offset: -1.1798 W/(m K)
Diffusion coefficient: 0.79322 cm^2/s
Diffusion time gap^2/(pi^2 D): 12.773 us
Helium fraction change over gap: 0.0095307
Heat flux across gap: 1.7198 W/cm^2
Heat flux if L_EE/T^2 were used: 4.85 W/cm^2
Helium mean free path: 206.85 nm
Assumed wall accommodation: 0.4
Wall-jump resistance / gas resistance: 0.031027
Black-wall radiation / conduction: 0.011309
Finite-density parameter: 0.0010711
Assumed Prandtl number: 0.5
Rayleigh number: 7.9396e-05
Helium thermal wavelength: 0.046644 nm
Relative kappa change, diameters +5%: -0.092971
Soft-law relative change at 400 K: 0.027066
```
